Landau Heat Capacities Below Quartic and Tricritical Transitions

QUESTION

A uniform, uniaxial ferroelectric has polarization P and, at zero electric field, free energy per volume

g = g₀(T) − ½atP² + ¼bP⁴ + (1/6)cP⁶, t = T₀ − T.

Here t is the temperature distance below T₀. The constants a > 0, b and c do not depend on temperature and refer to fixed mechanical conditions. The background g₀ is smooth. The excess heat capacity C is the part per volume that does not come from g₀. Use mean-field theory: P takes the value that minimizes g.

(a) For b ≥ 0 and c ≥ 0, not both zero, find which stationary points are minima. Express the excess entropy s and C through P².

(b) Find C on both sides of a quartic transition, b > 0 and c = 0.

(c) Find C on both sides of a tricritical transition, b = 0 and c > 0.

(d) Let c > 0 and let b be small but positive. Which behaviour is found sufficiently close to T₀, and at what distance does it change?

(e) Find the heat absorbed on warming from T₀ − τ to T₀ in cases (b) and (c). Is there latent heat? What changes if b < 0 and c > 0?

(f) A model film has T₀ = 700 K, a = 5.0 × 10⁶ J m/(C² K) and P = 0.20 C/m² (20 µC/cm²) at 300 K. Compare the two transitions numerically, holding these three values fixed.

(g) How does a constant field E > 0 alter the two results? Take E = 0.10 MV/cm.

(h) The film resembles ferroelectric hafnium-zirconium oxide. Judge the result against a real film, estimating the effects of a spread in T₀, a non-polar layer and fluctuations.

MODEL ANSWERS

(a) Minima, entropy and heat capacity

The first two derivatives are

∂g/∂P = P(−at + bP² + cP⁴),
∂²g/∂P² = −at + 3bP² + 5cP⁴.

Above T₀, t < 0 and every P-dependent term of g is non-negative, so P = 0 is the minimum. Below T₀ the curvature at P = 0 is −at < 0, so that point is a maximum. A nonzero solution obeys

at = bP² + cP⁴.

The right side rises steadily from zero with P², so there is one positive root for P² and two equivalent states ±P. Inserting this relation into the curvature gives

r = ∂²g/∂P² = 2bP² + 4cP⁴ > 0,

so both states are minima.

When the minimized energy is differentiated with respect to T, the term (∂g/∂P)(dP/dT) vanishes. The explicit derivative remains. Since dt/dT = −1,

d(g_min − g₀)/dT = ½aP²,
s = −½aP².

Polar order lowers the entropy. Therefore

C = T ds/dT = −½aT d(P²)/dT = ½aT d(P²)/dt.

The heat capacity measures how fast P² grows on cooling. Above T₀, P = 0 and C = 0.

(b) Quartic transition

With c = 0, P² = at/b and d(P²)/dt = a/b. Hence

C = Ta²/(2b) for T < T₀, C = 0 for T > T₀.

The value below minus the value above, taken at T₀, is the finite jump

ΔC = a²T₀/(2b).

The energy gives the same result:

g_min − g₀ = −½at(at/b) + ¼b(at/b)² = −a²t²/(4b).

Its second temperature derivative is −a²/(2b), and multiplication by −T restores C.

(c) Tricritical transition

With b = 0, P⁴ = at/c, so

P² = (a/c)^(1/2) t^(1/2),
d(P²)/dt = ½(a/c)^(1/2) t^(−1/2).

Multiplication by ½aT gives

C = T a^(3/2) / [4c^(1/2) t^(1/2)] for T < T₀,

and C = 0 above T₀. As T approaches T₀ from below, the factor T tends to T₀ and C diverges as t^(−1/2).

Again the energy agrees. Since cP⁶ = atP²,

g_min − g₀ = −½atP² + (1/6)atP² = −(1/3)atP² = −a^(3/2)t^(3/2)/(3c^(1/2)).

The second derivative of t^(3/2) is ¾t^(−1/2), which produces the factor ¼ in C. Without a P⁴ cost, P² starts with infinite slope, and so does the entropy.

(d) Small positive b

Solve c(P²)² + bP² − at = 0 and keep the positive root:

P² = [−b + (b² + 4act)^(1/2)]/(2c).

Differentiation gives

d(P²)/dt = (1/(2c)) · 4ac/[2(b² + 4act)^(1/2)] = a/(b² + 4act)^(1/2),

C = Ta²/[2(b² + 4act)^(1/2)].

The two terms under the root are equal at

t* = b²/(4ac).

For t ≪ t*, b² dominates and C tends to the finite value a²T₀/(2b). For t ≫ t*, the term 4act dominates and the inverse square root of part (c) appears. A divergence that persists down to t = 0 therefore requires b = 0. With small b > 0 the growth levels off below t* at a large but finite jump: C/T is 0.71 of its limiting value at t* and 0.95 of it at 0.1t*.

(e) Heat and latent heat

On warming, the absorbed heat is the integral of C over T, which equals its integral over t from 0 to τ. For the quartic case,

Q = [a²/(2b)] ∫₀^τ (T₀ − t) dt = [a²/(2b)](T₀τ − ½τ²).

For the tricritical case, define A = a^(3/2)/(4c^(1/2)). Then

Q = A ∫₀^τ (T₀ − t)t^(−1/2) dt = A[2T₀τ^(1/2) − (2/3)τ^(3/2)].

Both vanish as τ → 0, so neither transition has latent heat. The tricritical heat vanishes more slowly, as τ^(1/2).

For b < 0 and c > 0 the transition is first order. At its temperature T_c the polar minimum has the same energy as P = 0. Write x = P² and α = a(T_c − T₀). Stationarity and equal energy require

α + bx + cx² = 0,
½α + ¼bx + (1/6)cx² = 0.

Substituting α = −bx − cx² in the second equation gives −¼bx − (1/3)cx² = 0. Hence

x = 3|b|/(4c),
α = |b|x − cx² = 3b²/(4c) − 9b²/(16c) = 3b²/(16c),
T_c − T₀ = 3b²/(16ac).

The polarization jumps, and the latent heat on warming is L = ½aT_cx.

(f) Numbers for the model film

At 300 K, t = 400 K and at = 2.0 × 10⁹ J m/C². The polarization there fixes the remaining coefficients:

quartic: b = at/P² = 2.0 × 10⁹/0.040 = 5.0 × 10¹⁰ J m⁵/C⁴,
tricritical: c = at/P⁴ = 2.0 × 10⁹/0.0016 = 1.25 × 10¹² J m⁹/C⁶.

The quartic jump is

ΔC = (5.0 × 10⁶)² × 700/(2 × 5.0 × 10¹⁰) = 1.75 × 10⁵ J/(m³ K) = 0.175 J/(cm³ K).

For the tricritical case A = 2500 J/(m³ K^(3/2)). At t = 1 K, C = 699 × 2500 J/(m³ K), or 1.75 J/(cm³ K). The heat capacities in J/(cm³ K) are:

t = 0.01 K: quartic 0.175, tricritical 17.5
t = 1 K: quartic 0.175, tricritical 1.75
t = 100 K: quartic 0.150, tricritical 0.150

Approaching T₀ from 1 K to 0.01 K multiplies the tricritical value by ten and leaves the quartic value nearly unchanged. The equality at 100 K follows from the matching at t_r = 400 K: inserting b and c gives

C_tricritical/C_quartic = ½(t_r/t)^(1/2),

which is 1 at t = t_r/4. Between T₀ and 300 K both cases lose the same entropy, ½aP² = 0.100 J/(cm³ K). The tricritical case loses more of it near T₀. In the last kelvin it absorbs 3.50 J/cm³, against 0.175 J/cm³ for the quartic case.

Now keep the tricritical c and set b = 5.0 × 10⁹ J m⁵/C⁴. Then t* = 1.0 K and the jump is 1.75 J/(cm³ K). At t = 0.01 K, C is 1.74 J/(cm³ K), already close to this limit. Further values are in the numerical output.

(g) Constant field

The field adds −EP to g. The entropy is still −½aP², but stationarity becomes

at = bP² + cP⁴ − E/P.

Differentiating gives a dt/dP = 2bP + 4cP³ + E/P². With C = aTP dP/dt,

C = Ta²P³/(E + 2bP³ + 4cP⁵).

In the quartic case at T₀, bP³ = E, so C = a²T₀/(3b), two thirds of the zero-field jump: 0.117 J/(cm³ K). The step has become a smooth rise.

In the tricritical case, setting the P-derivative of C/T to zero gives

3(E + 4cP⁵) = 20cP⁵, so cP⁵ = 3E/8,

t = (cP⁵ − E)/(aP) = −5E/(8aP).

The maximum is finite and lies above T₀. For E = 10⁷ V/m, P = 0.079 C/m² and C/T peaks about 16 K above T₀. The extra factor T moves the peak of C slightly higher, to 17 K above T₀, where C = 0.35 J/(cm³ K). The zero-field divergence is lost.

(h) Comparison with a real film

The polarization is of the right size for hafnium-zirconium oxide, while T₀ is a rough choice for a quantity that depends on composition and strain. At 300 K the model permittivity with a background of 1, 1 + 1/(ε₀r), is 29 in the quartic case and 15 in the tricritical case. A background of 10, the value used for the fluctuations below, replaces the leading 1 by 10 and gives 38 and 24. About 30 is a rough real value, so the tricritical result is low with either background. The fields for uniform switching, the maxima of atP − bP³ − cP⁵, are 1.5 and 2.1 MV/cm. Real films switch near 1 MV/cm, roughly, and need not switch uniformly. A classical lattice with three atoms per 33 Å³ has heat capacity 9k_B/(33 Å³) = 3.8 J/(cm³ K); the quartic jump is 4.6 % of this. Real films can contain several phases and transform at first order, which breaks the assumption b ≥ 0. Reversing the quartic b to −5.0 × 10¹⁰ J m⁵/C⁴ while keeping the tricritical c gives T_c − T₀ = 75 K and a latent heat of 58 J/cm³. The 300 K polarization is not held fixed in that variation.

Spread in T₀. Let local transition temperatures have a Gaussian distribution with standard deviation σ. At the mean T₀, the regions already polar have t > 0. Substituting v = t²/(2σ²) in the average of t^(−1/2) gives

C_average = T₀A Γ(1/4)/[2π^(1/2)(2^(1/2)σ)^(1/2)].

For σ = 10 K this is 0.48 J/(cm³ K), again finite.

Non-polar layer. Let the film have thickness d and field E_f, and the layer thickness l, permittivity ε_l and field E_l. Short circuit and continuity of displacement require

E_f d + E_l l = 0, ε₀E_f + P = ε₀ε_lE_l.

Eliminating E_l gives

E_f = −P/[ε₀(1 + ε_l d/l)].

This field is linear in P, so it lowers T₀ by 1/[aε₀(1 + ε_l d/l)]. For d = 10 nm, l = 0.5 nm and ε_l = 30 the shift is 38 K. Here the film's background permittivity is 1; a value of 10 would replace the 1 in the bracket by 10 and give 37 K. In the uniform state the forms of C are unchanged about the new T₀; domains would alter the estimate.

Fluctuations. Add a gradient energy ½κ|∇P|² and a dipolar stiffness δcos²θ, where δ = 1/(ε₀ε_b), ε_b is the background permittivity and θ is the angle between wavevector q and the polar axis. Treating the film as bulk, the Gaussian free energy is

½k_BT ∫ d³q/(2π)³ ln(r + κq² + δcos²θ).

Its most singular heat capacity comes from differentiating the logarithm twice:

C_f = ½k_BT²(dr/dt)² ∫ d³q/(2π)³ (r + κq² + δcos²θ)^(−2).

With μ = cosθ, integration over |q| gives (r + δμ²)^(−1/2)/(8πκ^(3/2)). Averaging over μ from 0 to 1 then yields

C_f = k_BT²(dr/dt)² arsinh[(δ/r)^(1/2)]/(16πκ^(3/2)δ^(1/2)).

From part (a), r = 2at in the quartic case and 4at in the tricritical case. At t = 10 K with ε_b = 10 and κ = 5 × 10⁻¹⁰ J m³/C², C_f is 0.20 and 0.22 of the respective Landau values. For κ = 1 × 10⁻¹⁰ J m³/C² the ratios are 2.2 and 2.4. These values include all wavevectors. A spherical cutoff at 7.7 × 10⁹ m⁻¹, which allows one wavevector per 132 Å³ crystal cell, lowers them to about 0.15 and 0.16 for the larger κ and to 1.2 in both cases for the smaller. The omitted term with a single derivative of r, k_BT(dr/dt) ∫ d³q/(2π)³ (r + κq² + δcos²θ)^(−1), depends strongly on the cutoff. With the same cutoff it adds a further 0.27 and 0.17 of the Landau values for the larger κ, and 0.83 and 0.50 for the smaller, so C_f alone is not the whole correction. A correction larger than the leading term means that mean-field theory cannot be trusted at that distance.

The two cases differ closer to T₀. As t → 0, C_f grows like ln(1/t). Relative to the finite quartic value the correction therefore grows slowly, while relative to the tricritical t^(−1/2) it vanishes as t^(1/2) ln(1/t). Within this bulk estimate, fluctuations formally overtake the quartic jump as t → 0 but leave the tricritical inverse square root dominant, provided b = 0 refers to the coefficient already corrected for fluctuations. That correction, 10c⟨δP²⟩, is not small: for the larger κ and the cutoff above it is about 5.6 × 10¹⁰ J m⁵/C⁴, as large as the quartic b. For the larger κ the bulk quartic crossing lies near 2 × 10⁻¹⁰ K for C_f alone without cutoff, and near 2 × 10⁻⁷ K with the cutoff and the single-derivative term. These bulk limits do not apply to a thin film with the polar axis normal to it. The dipolar stiffness stretches the correlations along that axis to a length of order (κδ)^(1/2)/r. For this κ at t = 10 K that length is 24 nm in the quartic case and 12 nm in the tricritical case, already more than a 10 nm thickness. Between ideal short-circuited electrodes, with zero gradient of P at the surfaces, q_z takes the values nπ/d. The n = 0 modes feel no dipolar stiffness and contribute k_BT²(dr/dt)²/(8πκrd), which grows as 1/t. With the cutoff above and d = 10 nm, the sum over n raises C_f at t = 10 K from 0.15 and 0.16 to 0.39 and 0.30 of the Landau values. C_f then equals the Landau value at t = 3.4 K in the quartic case and 0.40 K in the tricritical case, so in such a film fluctuations overtake the inverse square root as well. The jump and the inverse square root are therefore mean-field results for a uniform, compensated film, and they need a temperature window in which fluctuations and rounding are both small.

Computed values

```
INPUTS (rough hafnium-zirconium-oxide regime)
T0 = 700 K; reference T = 300 K
P at reference T = 20.0 uC/cm2
a = 5.000e+06 J m/(C2 K)
quartic b = 5.000e+10 J m5/C4
tricritical c = 1.250e+12 J m9/C6
near-tricritical b = 5.000e+09 J m5/C4
HEAT CAPACITY
quartic jump = 0.1750 J/(cm3 K)
near-tricritical jump = 1.7500 J/(cm3 K)
crossover distance = 1.000 K
T0-T (K): C quartic, near-tricritical, tricritical, J/(cm3 K)
   0.01: 0.1750, 1.7413, 17.4998
   0.10: 0.1750, 1.6683, 5.5332
   1.00: 0.1748, 1.2357, 1.7475
  10.00: 0.1725, 0.5201, 0.5455
 100.00: 0.1500, 0.1493, 0.1500
fitted exponent of C/T, quartic = 0.0000
fitted exponent of C/T, tricritical = -0.5000
entropy loss T0 to 300 K = 0.1000 J/(cm3 K)
heat in last 1 K, quartic = 0.1749 J/cm3
heat in last 1 K, tricritical = 3.4983 J/cm3
REGIME AND NEGLECTED EFFECTS
lattice volume per formula unit = 33 A3
classical lattice C = 3.77 J/(cm3 K)
quartic jump / lattice C = 4.6 %
quartic, 300 K: relative permittivity 29.2, switching field 1.54 MV/cm
tricritical, 300 K: relative permittivity 15.1, switching field 2.14 MV/cm
built-in field = 0.10 MV/cm
quartic C at T0 in field = 0.1167 J/(cm3 K)
tricritical peak in field = 0.3479 J/(cm3 K)
tricritical peak lies 16.8 K above T0
T0 standard deviation = 10.0 K
tricritical C at mean T0 = 0.4759 J/(cm3 K)
film = 10.0 nm; non-polar layer = 0.5 nm
layer permittivity = 30; T0 lowered 37.6 K
fluctuations at T0-T = 10 K, background permittivity 10
gradient coefficient 5.0e-10 J m3/C2: fluctuation/Landau C quartic 0.20, tricritical 0.22
gradient coefficient 1.0e-10 J m3/C2: fluctuation/Landau C quartic 2.18, tricritical 2.45
first-order case: b = -5.000e+10 J m5/C4, same c
first-order Tc - T0 = 75.0 K
first-order P at Tc = 17.32 uC/cm2
first-order latent heat = 58.13 J/cm3
```
